# Knudsen diffusion in long tubes with partly specular walls: a program that tests the result

```python
# Result under test: free-molecular diffusivity in a long circular tube,
#   D = (2/3) R vbar (2-f)/f,
# R = radius, vbar = mean thermal speed, f = probability that a wall
# collision is diffuse (cosine law); otherwise it is specular.
# For a square tube the factor (2-f)/f is tested as an upper bound only.
# W = probability that a molecule entering a finite tube leaves at the far end.
# Tube lengths inside the functions are in units of R, square lengths in sides.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz
from scipy.stats import qmc


def slip_factor(f):
    return (2 - f) / f


def kinetic_diffusivity(f):
    """D/(R vbar) from the steady kinetic solution, averaged over the disc."""
    nodes, weights = np.polynomial.legendre.leggauss(300)
    r = 0.5 * (nodes + 1)[:, None]
    w = (0.5 * weights)[:, None]
    theta = (np.arange(800) + 0.5) * 2 * np.pi / 800
    half = np.sqrt(1 - (r * np.sin(theta)) ** 2)
    back = r * np.cos(theta) + half
    path = back + (1 - f) / f * 2 * half
    disc_mean = np.sum(2 * r * w * path) / theta.size
    axial = quad(lambda a: 0.5 * np.sin(a) ** 2, -np.pi / 2, np.pi / 2)[0]
    return axial * disc_mean


def uniform_drift_diffusivity(f):
    """D/(R vbar) if all incoming molecules share one drift (kT/m = 1)."""
    half_flux = quad(lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi),
                     0, np.inf)[0]
    drift_in = 0.5 / (f * half_flux)
    drift_mean = 0.5 * (drift_in + (1 - f) * drift_in)
    mean_speed = quad(lambda v: np.sqrt(2 / np.pi) * v**3
                      * np.exp(-v * v / 2), 0, np.inf)[0]
    return drift_mean / mean_speed


def integrated_tail(z, f):
    """Integral from z to infinity of P(axial flight > z)."""
    z = np.atleast_1d(np.asarray(z, dtype=float))
    total = np.zeros_like(z)
    n, prob = 1, f
    while prob * n > 1e-15:
        x = z / (2 * n)
        total += prob * n * 0.5 / (np.sqrt(1 + x * x) + x) ** 2
        n += 1
        prob *= 1 - f
    return total


def transmission_on_grid(length, f, cells):
    g = integrated_tail(np.linspace(0, length, cells + 1), f)
    column = np.empty(cells)
    column[0] = 2 * (g[0] - g[1])
    column[1:] = -(g[2:] - 2 * g[1:-1] + g[:-2])
    drop = g[:-1] - g[1:]
    exit_prob = solve_toeplitz(column, drop[::-1])
    return 2 * f * (g[-1] + exit_prob @ drop)


def transmission(length, f, cells=3000):
    """Finite-tube W; the leading squared-cell-size error is removed."""
    fine = transmission_on_grid(length, f, cells)
    coarse = transmission_on_grid(length, f, cells // 2)
    return (4 * fine - coarse) / 3


def ray_tracing(length, f, count, rng):
    """Finite-tube W by following molecules in three dimensions."""
    x, y, z = np.sqrt(rng.random(count)), np.zeros(count), np.zeros(count)
    c2, phi = rng.random(count), 2 * np.pi * rng.random(count)
    ux, uy = np.sqrt(1 - c2) * np.cos(phi), np.sqrt(1 - c2) * np.sin(phi)
    uz = np.sqrt(c2)
    passed = 0
    while x.size:
        s2 = ux**2 + uy**2
        b = x * ux + y * uy
        gap = np.maximum(1 - x * x - y * y, 0)
        t = (-b + np.sqrt(b * b + s2 * gap)) / s2
        x, y, z = x + t * ux, y + t * uy, z + t * uz
        passed += np.count_nonzero(z >= length)
        keep = (z > 0) & (z < length)
        x, y, z, ux, uy, uz = (q[keep] for q in (x, y, z, ux, uy, uz))
        radius = np.hypot(x, y)
        x, y = x / radius, y / radius
        outward = ux * x + uy * y
        ux, uy = ux - 2 * outward * x, uy - 2 * outward * y
        diffuse = rng.random(x.size) < f
        c2, phi = rng.random(x.size), 2 * np.pi * rng.random(x.size)
        normal, side = np.sqrt(c2), np.sqrt(1 - c2)
        ux = np.where(diffuse, -normal * x - side * np.cos(phi) * y, ux)
        uy = np.where(diffuse, -normal * y + side * np.cos(phi) * x, uy)
        uz = np.where(diffuse, side * np.sin(phi), uz)
    return passed / count


def square_segments(x, y, ux, uy, steps):
    """Successive straight segments of specular motion in a unit square."""
    for _ in range(steps):
        wall_x, wall_y = (ux > 0) * 1.0, (uy > 0) * 1.0
        tx, ty = (wall_x - x) / ux, (wall_y - y) / uy
        hit_x = tx < ty
        t = np.where(hit_x, tx, ty)
        x = np.where(hit_x, wall_x, x + t * ux)
        y = np.where(hit_x, y + t * uy, wall_y)
        ux, uy = np.where(hit_x, -ux, ux), np.where(hit_x, uy, -uy)
        yield t


# Circular tube: kinetic quadrature and moments of the flight law
print("Circular tube: f, D/(R vbar) by quadrature, formula, factor")
for f in (1.0, 0.8, 0.5, 0.2):
    numeric, formula = kinetic_diffusivity(f), 2 / 3 * slip_factor(f)
    assert abs(numeric / formula - 1) < 1e-4
    z2 = 4 * quad(lambda z: integrated_tail(z, f)[0], 0, np.inf,
                  limit=200)[0]
    assert abs(z2 / (8 / 3 * (2 - f) / f**2) - 1) < 1e-5
    assert abs(z2 * f / 4 / numeric - 1) < 1e-4
    drift = uniform_drift_diffusivity(f)
    assert abs(drift / (np.pi / 8 * slip_factor(f)) - 1) < 1e-7
    print(f"  {f:.1f}  {numeric:.4f}  {formula:.4f}  {slip_factor(f):.4f}")
print(f"Uniform-drift D / true D: {drift / numeric:.4f}")

# Finite circular tube: integral equation against ray tracing
rng = np.random.default_rng(12)
count = 200000
print("Finite tube, L = 10 R: f, W integral equation, W ray tracing, std error")
for f in (1.0, 0.5):
    w_eq, w_mc = transmission(10.0, f), ray_tracing(10.0, f, count, rng)
    error = np.sqrt(w_mc * (1 - w_mc) / count)
    assert abs(w_eq - w_mc) < 4 * error
    print(f"  {f:.1f}  {w_eq:.4f}  {w_mc:.4f}  {error:.4f}")

# End effects leave a relative error of order R/(f L) in this slope.
print("Growth of 1/W from L = 1000 R/f to 2000 R/f: f, slope / long-tube slope")
for f in (1.0, 0.5, 0.2):
    l1, l2 = 1000 / f, 2000 / f
    slope = (1 / transmission(l2, f) - 1 / transmission(l1, f)) / (l2 - l1)
    ratio = slope * 8 / 3 * slip_factor(f)
    assert abs(ratio - 1) < 0.01
    print(f"  {f:.1f}  {ratio:.4f}")

print("W / long-tube W: f, at L/R = 20, 200, 2000")
for f in (1.0, 0.8, 0.2):
    row = [transmission(q, f) * q / (8 / 3 * slip_factor(f))
           for q in (20.0, 200.0, 2000.0)]
    assert row[0] < row[1] < row[2] < 1
    print(f"  {f:.1f}  " + "  ".join(f"{q:.3f}" for q in row))

# Square tube: chord correlations at the wall
steps = 400
p = qmc.Sobol(2, seed=3).random_base2(15)
sin_phi = 2 * p[:, 1] - 1
chords = square_segments(p[:, 0], np.zeros(len(p)), sin_phi,
                         np.sqrt(1 - sin_phi**2), steps + 1)
first = next(chords)
chord2 = np.mean(first**2)
corr = np.array([np.mean(first * c) for c in chords]) / chord2
log_term = np.log(1 + np.sqrt(2))
chord2_exact = log_term - (np.sqrt(2) - 1) / 3
limit_exact = log_term / np.sqrt(2) / chord2_exact
assert abs(chord2 / chord2_exact - 1) < 2e-3   # sampling error
assert abs(corr.mean() - limit_exact) < 5e-3   # finite run and sampling
assert corr.max() < 1
print(f"Square: mean squared chord / a^2, sampled {chord2:.4f}, "
      f"closed form {chord2_exact:.4f}")
print(f"Square: diffuse-wall D/(a vbar) = {chord2_exact / 2:.4f}")
print(f"Square: mean chord correlation {corr.mean():.4f}, "
      f"closed form {limit_exact:.4f}")

# Square tube: independent average over interior points and directions
p = qmc.Sobol(3, seed=4).random_base2(15)
angle = 2 * np.pi * p[:, 2]
segments = np.array([s.mean() for s in square_segments(
    p[:, 0], p[:, 1], np.cos(angle), np.sin(angle), steps)])
print("Square: f, factor from wall, factor from interior, (2-f)/f")
for f in (0.8, 0.5, 0.2, 0.1):
    wall = 1 + 2 * np.sum((1 - f) ** np.arange(1, steps + 1) * corr)
    d_inside = np.pi / 4 * np.sum((1 - f) ** np.arange(steps) * segments)
    inside = d_inside / (chord2_exact / 2)
    assert abs(wall / inside - 1) < 5e-3       # sampling error
    assert wall < slip_factor(f)
    print(f"  {f:.1f}  {wall:.3f}  {inside:.3f}  {slip_factor(f):.3f}")

# Worked example with round model parameters
mass_u, temp, radius, length, f = 40.0, 300.0, 1e-3, 0.2, 0.8
pressure, diameter = 0.01, 0.4e-9
mass, kt = mass_u * const.atomic_mass, const.k * temp
vbar = np.sqrt(8 * kt / (np.pi * mass))
d_diffuse = 2 / 3 * radius * vbar
d_mixed = d_diffuse * slip_factor(f)
free_path = kt / (np.sqrt(2) * np.pi * diameter**2 * pressure)
flight = 2 * radius / f
assert free_path > 10 * flight
density = pressure / kt
area = np.pi * radius**2
flow_long = d_mixed * area * density / length
w_finite = transmission(length / radius, f)
w_long = 8 * radius / (3 * length) * slip_factor(f)
flow_finite = w_finite * area * density * vbar / 4
assert abs(flow_long / (w_long * area * density * vbar / 4) - 1) < 1e-12
print(f"Example: m = {mass_u:.0f} u, T = {temp:.0f} K, f = {f:.1f}")
print(f"R = {radius*1e3:.0f} mm, L = {length*1e3:.0f} mm, "
      f"p = {pressure:.2f} Pa, collision diameter = {diameter*1e9:.1f} nm")
print(f"Mean speed = {vbar:.1f} m/s")
print(f"D, all diffuse = {d_diffuse:.4f} m^2/s")
print(f"Factor (2-f)/f = {slip_factor(f):.3f}")
print(f"D, f = {f:.1f}: {d_mixed:.4f} m^2/s")
print(f"Mean free path = {free_path*1e3:.0f} mm")
print(f"Mean path between diffuse collisions = {flight*1e3:.2f} mm")
print(f"Upstream number density = {density:.4e} m^-3")
print(f"W long-tube = {w_long:.5f}, W finite-tube = {w_finite:.5f}")
print(f"Flow long-tube = {flow_long:.4e} molecules/s")
print(f"Flow finite-tube = {flow_finite:.4e} molecules/s")
print(f"Long-tube excess = {100*(flow_long/flow_finite-1):.2f} percent")
print("success")
```

Output:

```
Circular tube: f, D/(R vbar) by quadrature, formula, factor
  1.0  0.6667  0.6667  1.0000
  0.8  1.0000  1.0000  1.5000
  0.5  2.0000  2.0000  3.0000
  0.2  6.0000  6.0000  9.0000
Uniform-drift D / true D: 0.5890
Finite tube, L = 10 R: f, W integral equation, W ray tracing, std error
  1.0  0.1909  0.1906  0.0009
  0.5  0.3676  0.3683  0.0011
Growth of 1/W from L = 1000 R/f to 2000 R/f: f, slope / long-tube slope
  1.0  0.9992
  0.5  0.9988
  0.2  0.9982
W / long-tube W: f, at L/R = 20, 200, 2000
  1.0  0.820  0.971  0.997
  0.8  0.742  0.953  0.994
  0.2  0.372  0.800  0.965
Square: mean squared chord / a^2, sampled 0.7433, closed form 0.7433
Square: diffuse-wall D/(a vbar) = 0.3717
Square: mean chord correlation 0.8383, closed form 0.8385
Square: f, factor from wall, factor from interior, (2-f)/f
  0.8  1.384  1.384  1.500
  0.5  2.591  2.591  3.000
  0.2  7.575  7.575  9.000
  0.1  15.945  15.945  19.000
Example: m = 40 u, T = 300 K, f = 0.8
R = 1 mm, L = 200 mm, p = 0.01 Pa, collision diameter = 0.4 nm
Mean speed = 398.5 m/s
D, all diffuse = 0.2657 m^2/s
Factor (2-f)/f = 1.500
D, f = 0.8: 0.3985 m^2/s
Mean free path = 583 mm
Mean path between diffuse collisions = 2.50 mm
Upstream number density = 2.4143e+18 m^-3
W long-tube = 0.02000, W finite-tube = 0.01905
Flow long-tube = 1.5112e+13 molecules/s
Flow finite-tube = 1.4397e+13 molecules/s
Long-tube excess = 4.97 percent
success
```
